# Phonon thermal conductivity from the relaxation-time Boltzmann equation

## The heat current in a crystal with a temperature gradient

One side of a silicon crystal is warm, the other cold. Lattice vibrations carry heat between them, but their frequencies span several terahertz, and their speeds and lifetimes differ greatly. A single speed and a single mean free path cannot describe them all. What is needed is the contribution of each frequency to the conductivity, with its numerical factor.

For isotropic phonons in the relaxation-time approximation, the lattice conductivity is

$$
\kappa=\frac13\sum_p\int_0^{\omega_p^{\max}} C_p(\omega)\,v_p^2(\omega)\,\tau_p(\omega)\,d\omega,
\qquad
C_p=\hbar\omega D_p\frac{\partial n}{\partial T}.
\tag{1}
$$

The index $p$ labels polarizations, $\omega$ is angular frequency, $v_p=d\omega/dk$ is the group velocity and $\tau_p$ the lifetime. $D_p$ is the number of modes per volume and per unit $\omega$, and

$$
n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}
$$

is the equilibrium occupation. $C_p$ is a heat capacity per volume **and per unit angular frequency**; its integral over $\omega$, summed over $p$, is the ordinary volumetric heat capacity.

The assumptions are a steady state, a bulk crystal, a temperature that changes little over a mean free path, a dispersion $\omega_p(k)$ that depends on the length of the wave vector and rises with it, and a lifetime independent of direction. Collisions relax each mode towards equilibrium at the local temperature, with no drift.

## From the Boltzmann equation to the deviation

Let $f_p(\mathbf k,\mathbf x)$ be the mean occupation of a mode near $\mathbf x$. In a steady state the change due to motion balances the change due to collisions:

$$
\mathbf v\cdot\nabla f=-\frac{f-n(\omega,T(\mathbf x))}{\tau}.
\tag{2}
$$

To see what this says, follow a phonon backwards along its path with $\tau$ held constant. Define $F(s)=f(\mathbf x-\mathbf v\tau s)$ and $N(s)=n(\omega,T(\mathbf x-\mathbf v\tau s))$. The chain rule and (2) give

$$
\frac{dF}{ds}=-\tau\mathbf v\cdot\nabla f=F-N,
\qquad
\frac{d}{ds}\left(e^{-s}F\right)=-e^{-s}N .
$$

Integrating from $s=0$ to infinity, with $e^{-s}F\to0$ far upstream,

$$
f(\mathbf x)=\int_0^\infty e^{-s}\,n\big(\omega,T(\mathbf x-\mathbf v\tau s)\big)\,ds .
\tag{3}
$$

The occupation is thus an average of upstream equilibrium occupations, with a weight that decays over one mean free path $\Lambda=v\tau$. Phonons arriving from the warm side are more numerous than those arriving from the cold side.

For a small linear temperature variation, expand the integrand in $s$. Writing $n_T=\partial n/\partial T$ and $n_{TT}=\partial^2n/\partial T^2$,

$$
n(s)=n-s\tau(\mathbf v\cdot\nabla T)n_T+\tfrac12s^2\tau^2(\mathbf v\cdot\nabla T)^2n_{TT}+\dots
$$

Since $\int_0^\infty s\,e^{-s}ds=1$ and $\int_0^\infty s^2e^{-s}ds=2$,

$$
f-n=-\tau(\mathbf v\cdot\nabla T)\,n_T+\tau^2(\mathbf v\cdot\nabla T)^2n_{TT}+\dots
\tag{4}
$$

The first term is the linear response. It also follows directly from (2) on replacing $f$ by $n$ on the left. It is negative for phonons moving towards higher temperature, because they come from the colder side.

### Why $T$ is the right local temperature

Multiply (2) by $\hbar\omega$ and sum over all modes. The left side becomes the divergence of the heat flux $\mathbf q$:

$$
\nabla\cdot\mathbf q=-\sum_p\int\frac{d^3k}{(2\pi)^3}\,\frac{\hbar\omega(f-n)}{\tau}.
\tag{5}
$$

Without heat sources this must vanish. The linear part of $f-n$ changes sign with $\mathbf v$, while $\hbar\omega$ and $\tau$ do not, so its contributions from $\mathbf k$ and $-\mathbf k$ cancel. To first order, the temperature in $n$ therefore satisfies energy balance without further correction. At the next order, (5) determines the slow bending of the temperature profile through $\nabla\cdot(\kappa\nabla T)=0$.

## From the deviation to the conductivity

Each phonon carries energy $\hbar\omega$ at velocity $\mathbf v$, so

$$
\mathbf q=\sum_p\int\frac{d^3k}{(2\pi)^3}\,\hbar\omega\,\mathbf v f .
$$

The equilibrium part $n$ is the same for $\mathbf k$ and $-\mathbf k$, while $\mathbf v$ is opposite, so it carries no net heat. Inserting the linear part of (4) gives

$$
q_i=-\sum_j\kappa_{ij}\frac{\partial T}{\partial x_j},
\qquad
\kappa_{ij}=\sum_p\int\frac{d^3k}{(2\pi)^3}\,\hbar\omega\,n_T\,\tau\,v_iv_j .
\tag{6}
$$

The minus sign in (4) has become the minus sign of Fourier's law, and every diagonal element of $\kappa_{ij}$ is positive.

Isotropy enters now. If $\omega$ depends on $k=|\mathbf k|$ alone, its gradient points along $\mathbf k$, and $\mathbf v=v\,\hat{\mathbf k}$. With $\mu=\cos\theta$ measured from the $z$ axis,

$$
\langle \hat k_z^2\rangle=\frac12\int_{-1}^{1}\mu^2\,d\mu=\frac13 .
$$

The same holds for $x$ and $y$, and mixed products average to zero because reversing one component reverses their sign. Hence $\langle v_iv_j\rangle=v^2\delta_{ij}/3$. The one third is the mean square of a direction cosine: one factor of the cosine measures how far the phonon moves along the gradient, the other how much of its energy current points that way.

With $d^3k\to4\pi k^2dk$ after the angular average, (6) becomes

$$
\kappa=\frac13\sum_p\int_0^{k_0}\frac{k^2}{2\pi^2}\,\hbar\omega\,n_T\,v^2\tau\,dk ,
\tag{7}
$$

where $k_0$ is the largest wave number. Since $\omega$ rises with $k$, we may write $dk=d\omega/v$, and

$$
\frac{k^2}{2\pi^2}\,dk=\frac{k^2}{2\pi^2v}\,d\omega=D(\omega)\,d\omega .
$$

Collecting $\hbar\omega D n_T=C$ gives (1). If a branch reaches the same frequency at several wave numbers, each contributes separately with $D=k^2/(2\pi^2|v|)$.

### Notes for implementation

Equation (7) is often the easier form to integrate numerically. At a zone edge where $v\to0$, $D$ and $C$ diverge as $1/v$, although the conductivity integrand $Cv^2\tau$ goes to zero. In the variable $k$ no divergence appears.

If the integral is taken over ordinary frequency $\nu=\omega/2\pi$, then $C_\nu=2\pi C_\omega$, because $C_\nu d\nu=C_\omega d\omega$. The lifetime is that of the occupation, not of the vibration amplitude. An amplitude decaying as $e^{-\gamma t}$ has an energy decaying as $e^{-2\gamma t}$, so $\tau=1/(2\gamma)$.

## A silicon-like example

Take undoped bulk silicon at 300 K with one longitudinal (LA) and two equal transverse (TA) acoustic polarizations. The parameters are rough typical values. The cubic cell has side $a=0.543$ nm and contains four primitive cells, so a sphere with the correct number of modes per branch has radius

$$
k_0=\left(6\pi^2\frac{4}{a^3}\right)^{1/3}=11.39\ \mathrm{nm^{-1}} .
$$

The dispersion is

$$
\omega=\omega_{\max}\sin\frac{\pi k}{2k_0},
\qquad
\omega_{\max}=\frac{2v_sk_0}{\pi},
\qquad
v=v_s\sqrt{1-\frac{\omega^2}{\omega_{\max}^2}},
$$

with sound speeds $v_s=8400$ m/s (LA) and 5800 m/s (TA). The top frequencies are 9.70 and 6.70 THz. The scattering rate is

$$
\frac1\tau=\beta\omega^2+A\omega^4,
\qquad \beta=BTe^{-\theta/T},
$$

where $B=1.4\times10^{-19}$ s/K, $\theta=150$ K and $A=1.3\times10^{-45}$ s³. The first term represents phonon–phonon collisions, the second mass disorder.

### One frequency worked through

Consider one TA polarization at 5 THz, or $\omega=3.142\times10^{13}$ rad/s. The dispersion gives $k=6.116$ nm⁻¹ and $v=3858$ m/s. At 300 K, $\beta=2.55\times10^{-17}$ s, so

$$
\frac1\tau\simeq(2.51+0.13)\times10^{10}\ \mathrm{s^{-1}},
\qquad \tau=37.9\ \mathrm{ps},
\qquad \Lambda=v\tau=146\ \mathrm{nm}.
$$

The heat capacity density is 40.40 kJ/(m³ K THz), and the contribution to the conductivity per terahertz is

$$
\frac13(4.040\times10^4)(3858)^2(37.9\times10^{-12})
\simeq7.6\ \mathrm{W/(m\,K\,THz)} .
$$

One LA polarization at the same frequency has the same lifetime, a speed of 7198 m/s and a heat capacity density of 8.94 kJ/(m³ K THz). It contributes 5.85 W/(m K THz). The TA mode density stores about 4.5 times as much heat per kelvin but conducts 1.3 times as much, because the factor $v^2$ offsets most of the difference.

### The total

Integration gives 53.0 W/(m K) for LA and 111.7 W/(m K) for the two TA polarizations together:

$$
\kappa=53.0+111.7\simeq165\ \mathrm{W/(m\,K)} .
$$

At a gradient of 0.1 K/µm, or $10^5$ K/m, the heat flux has magnitude $1.65\times10^7$ W/m², or about 1650 W/cm².

As an independent test, the flux was also computed from the ray average (3), integrated over all directions and wave numbers, with no linearization and no inserted factor of one third. The temperature profile was linear with slope 10 K/m, and the lifetimes were held at their 300 K values. Both routes give 164.750 W/(m K) to the printed digits. This agreement tests the derivation and the integration, not the silicon parameters.

Replacing $v$ by the sound speed $v_s$ in the factor $v^2$, with $C$ and $\tau$ held fixed, would give 377 W/(m K), a factor of 2.3 too high for this model. This substitution overstates the effect, because it keeps the density of states that diverges as $1/v$ at the zone edge. A consistently linear dispersion $\omega=v_sk$ up to $k_0$, with the same rates, gives about 261 W/(m K), a factor of 1.6 too high. Either way, the slowing of phonons towards the zone edge cannot be neglected here.

## Which mean free paths matter

Equation (1) can be read as a sum of contributions $Cv\Lambda/3$. If $v$ and $\tau$ were the same for all modes, this would reduce to the kinetic formula $\kappa=C_{\rm tot}v\Lambda/3$, with $C_{\rm tot}$ the total heat capacity. With unequal modes, an average path can still be defined by

$$
\bar\Lambda=\frac{3\kappa}{\sum_p\int C_pv_p\,d\omega}=216\ \mathrm{nm}.
$$

Yet half of the conductivity comes from paths longer than 564 nm, and 39 % from paths longer than 1 µm. There is no contradiction: $\bar\Lambda$ weights each path by $Cv$, whereas the division of the conductivity weights it by $Cv\Lambda$, which favours long paths.

The low-frequency limit shows where these come from. For $\omega\to0$ we have $k=\omega/v_s$, $v=v_s$ and $\hbar\omega n_T\to k_B$. Therefore

$$
C\to\frac{k_B\omega^2}{2\pi^2v_s^3},
\qquad
\tau\to\frac1{\beta\omega^2},
\qquad
\frac{Cv^2\tau}{3}\to\frac{k_B}{6\pi^2v_s\beta}.
\tag{8}
$$

The few modes at low frequency are compensated by their long lifetimes, and the contribution per unit frequency stays finite. It is larger for the slower branch, as the values at 2 THz show: 9.60 W/(m K THz) for one TA polarization against 6.68 for LA. Their ratio, 1.44, is close to the inverse ratio of sound speeds, 1.45.

### The effect of a finite sample

A simple estimate of boundary scattering adds a rate $v/L$, where $L$ is a sample dimension. Each contribution is then multiplied by

$$
\frac{1/\tau}{1/\tau+v/L}=\frac1{1+\Lambda/L}.
$$

If $L$ is large, the loss comes from low frequencies, where (8) applies. For one polarization, set $b^2=v_s/(\beta L)$. The lost fraction at frequency $\omega$ is $b^2/(\omega^2+b^2)$, so

$$
\Delta\kappa_p\simeq\frac{k_B}{6\pi^2v_s\beta}\int_0^\infty\frac{b^2}{\omega^2+b^2}\,d\omega
=\frac{k_B}{6\pi^2v_s\beta}\,\frac{\pi b}{2}
=\frac{k_B}{12\pi\beta^{3/2}\sqrt{v_sL}} .
\tag{9}
$$

Extending the integral to infinity requires $b\ll\omega_{\max}$. For $L=500$ µm, (9) gives 1.4 W/(m K) for LA and 3.3 for the two TA polarizations, in total 4.7. The full integral falls from 164.8 to 160.1 W/(m K), a loss of 4.6. The slow decrease of the loss as $L^{-1/2}$ explains why even a wafer half a millimetre thick is not quite bulk in this model.

For $L=1$ µm the conductivity drops to 92 W/(m K), 44 % below bulk. Here (9) no longer applies, since the affected frequencies extend far up the branches. The added rate is itself a crude substitute for boundary conditions: in a real layer the reduction depends on surface roughness and on whether heat flows along or across the layer.

## Conditions and neglected effects

### Size of the gradient

For an LA phonon at 2 THz moving along the gradient of 0.1 K/µm, the mean free path is 2027 nm, so the temperature changes by 0.20 K over one path. The equilibrium occupation is 2.652, and the linear deviation is $-2.09\times10^{-3}$, less than 0.1 % of it.

By (4), the second-order term changes this deviation by the relative amount $-\Lambda|\nabla T|n_{TT}/n_T$. Set $\vartheta=\hbar\omega/k_B=96$ K. For $T\gg\vartheta$,

$$
n\simeq\frac T\vartheta-\frac12+\frac{\vartheta}{12T},
\qquad
\frac{n_{TT}}{n_T}\simeq\frac{\vartheta^2}{6T^3}=5.7\times10^{-5}\ \mathrm{K^{-1}} .
$$

Multiplying by the temperature change over one path, 0.203 K before rounding, gives a relative change of about $-1.2\times10^{-5}$, in agreement with the $-0.00115$ % found from the full ray average. The smallness reflects the nearly linear rise of $n$ with temperature at this frequency.

This estimate holds $\tau$ fixed. If $\tau$ varies with the local temperature, iterating (2) adds the second-order term $\tau(\mathbf v\cdot\nabla\tau)(\mathbf v\cdot\nabla T)n_T$ to $f$. Relative to the linear deviation this term is $-\mathbf v\cdot\nabla\tau$. At 2 THz phonon–phonon collisions dominate, so $\tau^{-1}d\tau/dT\simeq-(1/T+\theta/T^2)=-0.005$ K⁻¹, and the deviation changes by about $+0.1$ %. That is far more than at fixed $\tau$, but still small. The term is even in $\mathbf v$, like the other second-order term, and so does not contribute to the flux at that order.

The lowest frequencies have much longer paths, so a small correction for one mode does not guarantee local transport for all. The temperature must vary slowly over the paths that carry an appreciable share of the heat, here several micrometres or more.

### Direction-dependent sound speed

In an anisotropic crystal, (6) replaces (1). Cubic symmetry still makes $\kappa_{ij}$ proportional to $\delta_{ij}$, so $\kappa$ is one third of its trace. If $\tau$ depends on frequency alone, (1) survives with $v^2$ replaced by its average over the modes at each frequency.

To size the effect, the frequencies were multiplied by $1\pm0.15(\sum_i\hat k_i^4-3/5)$, with the minus sign for LA and the plus sign for TA. The sum ranges from $1/3$ to 1, so the sound speeds vary by 10 % of their nominal values. With the same function $\tau(\omega)$, the conductivity becomes 168.5 W/(m K), 2.3 % higher. This trial does not split the two TA branches as a real crystal does, and it understates the anisotropy of silicon. There the slower TA speed runs from about 4700 m/s along [110] to 5850 m/s along [100], a spread above 20 %. Taking the direction-dependent speeds from silicon's elastic constants, with the same sine dispersion and $\tau(\omega)$, raises $\kappa$ by roughly 7 %.

### Optical phonons and temperature of use

Three optical branches at 15 THz, with a rough speed of 1000 m/s and lifetime of 3 ps, hold 0.654 MJ/(m³ K), against 0.934 for the acoustic branches. Their conductivity is

$$
\frac13(6.54\times10^5)(10^3)^2(3\times10^{-12})=0.65\ \mathrm{W/(m\,K)},
$$

or 0.4 % of the acoustic value. This figure scales as $v^2\tau$ of two rough inputs and is not a value for real silicon: 2000 m/s and 10 ps would give 8.7 W/(m K), about 5 %. They matter far more for storing heat than for conducting it, given these inputs. Their role as collision partners of acoustic phonons is a separate matter, contained in the assumed rates.

At 400 K, with the dispersion and rate parameters unchanged, $\kappa$ falls to 112 W/(m K), 32 % below its 300 K value. The factor $Te^{-\theta/T}$ in the phonon–phonon rate grows by 1.51, while $\kappa$ falls by a factor of 1.47. The difference arises because the disorder rate does not grow and the heat capacity rises slightly.

### Collisions that conserve crystal momentum

Equation (2) treats every collision as a loss of heat current. Normal collisions instead conserve total crystal momentum and relax the phonons towards a drifting distribution $n(\omega-\mathbf u\cdot\mathbf k,T)$. The drift velocity $\mathbf u$ follows from requiring that these collisions leave the total momentum unchanged.

The correction can be large. Suppose one branch has linear dispersion and equal, frequency-independent rates for all modes. To first order, the drifting distribution differs from $n$ by $(T/\omega)(\mathbf u\cdot\mathbf k)n_T$. Since $k/\omega$ is constant, this has the same form as the linear deviation in (4). Normal collisions then leave the deviation intact, and the resistive rate alone limits the current. If half the total rate is normal, the true conductivity is twice the value from (1).

In the silicon-like model the effect is smaller for moderate shares of normal collisions. With total rates held fixed, $\kappa$ becomes 167.7 W/(m K) if 10 % of the phonon–phonon rate is normal and 189 W/(m K) if 50 % is, increases of 1.8 % and 15 %. The increase grows faster than the share itself, and the model cannot determine the actual share.

### Comparison with real silicon

The room-temperature conductivity of pure bulk silicon is roughly 150 W/(m K), so the model value of 165 has the right size. That agreement is not a prediction, since the scattering parameters are typical effective values for this material. The model's TA top frequency of 6.7 THz is well above the real values at the centres of the zone faces, roughly 3 to 5 THz, and its LA top frequency is somewhat low. Individual branch contributions therefore deserve less trust than the total. Among the departures computed for the silicon-like model, the micrometre layer and operation at 400 K change the result most, by 44 % and 32 %. The first figure rests on the crude boundary rate, and a share of normal collisions well above one half could matter more than either.

The values computed by the program are listed in the numerical output below.

## Computed results

```
INPUTS (rough silicon-like values)
temperature: 300 K
lattice constant: 0.543 nm
LA: polarizations 1, sound speed 8400 m/s, top frequency 9.70 THz
TA: polarizations 2, sound speed 5800 m/s, top frequency 6.70 THz
phonon-phonon B: 1.40e-19 s/K; theta: 150 K
mass-disorder A: 1.30e-45 s^3
zone radius k0: 11.39 1/nm
temperature gradient: 0.10 K/um
MODES (C and kappa densities: one polarization, per THz of w/2pi)
LA 2 THz: k 1.507 1/nm, v 8219 m/s, tau 246.6 ps, path 2027 nm
  C density 1.20 kJ/(m^3 K THz), kappa density 6.68 W/(m K THz)
LA 5 THz: k 3.929 1/nm, v 7198 m/s, tau 37.9 ps, path 273 nm
  C density 8.94 kJ/(m^3 K THz), kappa density 5.85 W/(m K THz)
TA 2 THz: k 2.200 1/nm, v 5535 m/s, tau 246.6 ps, path 1365 nm
  C density 3.81 kJ/(m^3 K THz), kappa density 9.60 W/(m K THz)
TA 5 THz: k 6.116 1/nm, v 3858 m/s, tau 37.9 ps, path 146 nm
  C density 40.40 kJ/(m^3 K THz), kappa density 7.59 W/(m K THz)
LA 2 THz equilibrium occupation: 2.6521
LA 2 THz deviation along +gradient: -2.094e-03
RESULTS
acoustic heat capacity: 0.9340 MJ/(m^3 K)
kappa of all LA polarizations: 53.02 W/(m K)
kappa of all TA polarizations: 111.73 W/(m K)
kappa, frequency formula: 164.750 W/(m K)
kappa, full ray solution: 164.750 W/(m K)
heat flux magnitude: 1647.5 W/cm^2
heat-current mean free path 3 kappa/sum(Cv): 216 nm
half of kappa lies below free path: 564 nm
share of kappa from paths over 1 um: 38.9 %
kappa if sound speed replaces v: 376.9 W/(m K)
NEGLECTED EFFECTS
kappa with boundary rate v/(500 um): 160.11 W/(m K)
kappa with boundary rate v/(1 um): 92.23 W/(m K)
optical inputs: 15 THz, 1000 m/s, 3 ps
optical heat capacity: 0.654 MJ/(m^3 K)
optical kappa: 0.65 W/(m K)
sound-speed spread with direction: 10 %
kappa with that cubic spread: 168.54 W/(m K)
kappa at 400 K: 111.88 W/(m K)
nonlinear change of LA 2 THz deviation: -0.00115 %
kappa if 10 % of phonon-phonon rate is normal: 167.7 W/(m K)
kappa if 50 % of phonon-phonon rate is normal: 189.1 W/(m K)
```
